Rice's pinch-off rate for a smooth Gaussian linewidth, part 2

A printed line has width W(y) at position y along its length, and fails where W falls to a critical width c or below. The problem is how often this happens. W is a stationary Gaussian process with mean w, standard deviation s and correlation function ρ, smooth at zero lag, with Λ² = −ρ''(0). Lengths are in nm, Λ and the rate ν in nm⁻¹. Two independent edges, each of variance σ² and correlation ρ, give s² = 2σ² and the same ρ for the width.

With D = w − c and u = D/s, the mean number of entries into W ≤ c per unit length is

ν = (Λ/2π) exp(−u²/2).  (2)

This is the density of the width at c, p_W(c) = exp(−u²/2)/(s√(2π)), times the mean downward part of the slope, F = sΛ/√(2π). Slope W' and width at one point are independent, and the root-mean-square slope is sΛ. In section 3, with δ = W − w, the mean-square difference quotient is 2s²[1 − ρ(h)]/h². For a width spectrum S(k), with k in radians per nm,

Λ² = ∫k²S(k) dk / ∫S(k) dk.  (5)

For samples at spacing h, the probability that one lies above c and the next does not is

Q(h) = (1/2π) ∫₀^α exp[−u²/(1 + cos φ)] dφ, cos α = ρ(h).  (9)

The sampled rate is Q(h)/h. For ρ = exp(−Λ²h²/2) and small Λh and uΛh,

sampled rate/ν ≈ 1 − (u² + 2)Λ²h²/24.  (10)

The fraction of the line at or below c is P₀ = ½ erfc(u/√2). The mean length of a failed stretch is

ℓ = P₀/ν.  (11)

or, for large u,

ℓ ≈ √(2π)/(uΛ).  (12)

A line of length L fails with probability

P_fail ≤ P₀ + νL.  (13)

and, if failures are rare and distant entries nearly independent,

P_fail ≈ 1 − (1 − P₀) exp(−νL).  (14)

### 9. A simulation at moderate margins

The formulas can be tried on simulated lines when u is small enough for failures to be common. I take

ρ(y) = exp(−y²/ξ²), ξ = 15 nm.

Expanding, ρ ≈ 1 − y²/ξ², so Λ²/2 = 1/ξ² and

Λ = √2/ξ = 0.0943 nm⁻¹.

For comparison I take a second correlation, of Matérn type,

ρ(y) = (1 + t + t²/3) exp(−t), t = √3 Λ|y|.

Its expansion begins 1 − t²/6 = 1 − Λ²y²/2, so it has the same curvature at zero lag but a different shape farther out. The standard deviation is s = 1.2 nm in both cases.

Two independent edges were generated by filtering Gaussian random numbers with a fast Fourier transform, at a spacing of 1 nm. The total length was 2.097 × 10⁷ nm for each correlation. The number of places where the width fell below the threshold was as follows.

At u = 2: formula 42 588; first correlation 42 543; second correlation 42 309.

At u = 3: formula 3496; first correlation 3445; second correlation 3518.

The scatter expected of a count near 3496 is about its square root, 59, if the entries are nearly independent. The differences at u = 3 lie within that. At u = 2 the square root is 206, and the larger difference is 279, or 0.7% of the formula's value. Sampling also removes some entries: for the first correlation, (10) gives a loss of 0.2% at u = 2 and 0.4% at u = 3. For the second correlation (10) does not apply, and (9) gives 0.4% and 0.6%. This lowers its expected count at u = 2 to 42 410, about 100 above the simulated one. Within this accuracy, the two shapes give the same rate.

The independence of slope and width can be seen in the same data. Over the whole line the mean of |W'| should be √(2/π) sΛ = 0.0903. Among points whose width lay close to the threshold u = 2, it was 0.0894 for the first correlation and 0.0890 for the second, which is 1.0% and 1.5% lower. The slopes were taken from differences over 2 nm, which for the first correlation lowers the root-mean-square slope by about (2Λh)²/8 = 0.4% with h = 1 nm. For the second correlation the same differences lower it by 1.1%. What remains was not separated from sampling scatter.

For the first correlation at u = 3, the mean failed length was 8.11 nm, against 8.10 nm from (11). The lines were also cut into pieces of 2048 nm. A fraction 0.287 of the pieces failed. The Poisson form (14) gives 0.290, and the bound (13) gives 0.343. The bound is larger because it counts a piece with two failures twice.

### 10. Worked example: dense lines in extreme-ultraviolet resist

Take dense resist lines with these round values:

pitch = 28 nm, w = 14 nm, s = 1.2 nm, ξ = 15 nm.

The correlation is exp(−y²/ξ²), so Λ = 0.0943 nm⁻¹ and Λ/2π = 0.0150 nm⁻¹. The usual roughness figure 3s is 3.6 nm. If the two edges are independent and equal, each has σ = s/√2 = 0.85 nm.

The length of line in one square centimetre is the area divided by the pitch:

10¹⁴ nm²/28 nm = 3.57 × 10¹² nm = 3.57 km.

For complete closure, c = 0 and u = 14/1.2 = 11.67. Then exp(−u²/2) = 2.8 × 10⁻³⁰, and

ν = 0.0150 × 2.8 × 10⁻³⁰ nm⁻¹ = 4.2 × 10⁻³² nm⁻¹.

The expected number is 1.5 × 10⁻¹⁹ per cm². Within this model, complete closure is negligible.

Suppose instead that a neck thinner than c = 6 nm does not survive the later processing. This critical width is an assumption of the example. The margin is D = 8 nm, so u = 8/1.2 = 6.67 and exp(−u²/2) = 2.23 × 10⁻¹⁰. The two factors of the derivation are

p_W(c) = 7.43 × 10⁻¹¹ nm⁻¹, F = sΛ/√(2π) = 0.0451.

Their product is

ν = 3.35 × 10⁻¹² nm⁻¹ = 3.35 × 10⁻⁵ cm⁻¹.

Multiplying by the line length per area gives

3.35 × 10⁻¹² × 3.57 × 10¹² ≈ 12 failures per cm².

A single line 1 cm long fails with a probability of at most about 3.4 × 10⁻⁵, by (13). For the whole square centimetre the sum of these bounds exceeds one and is of no use as a probability, but the expected number remains valid within the model.

The fraction of length below 6 nm is P₀ = 1.31 × 10⁻¹¹. The mean failed length is P₀/ν = 3.9 nm, and the large-u form (12) gives 4.0 nm. An inspection that samples the width every 0.5 nm without measurement noise would, by (10), miss 0.4% of the failures. Numerical integration of the two-point probability gives the same loss. At a spacing of 0.125 nm the loss is 0.03%.

### 11. What controls the number

Taking the logarithm of (2),

ln ν = ln(Λ/2π) − (w − c)²/(2s²).

Its derivatives at fixed Λ are

∂ln ν/∂c = (w − c)/s² = u/s, ∂ln ν/∂ln s = u².

For the example these are 5.6 per nm and 44. The curvature parameter enters with ∂ln ν/∂ln Λ = 1. An error of 10% in Λ thus changes the rate by 10%, while the same relative error in s changes it many times over.

For finite changes the exponent must be used in full. With everything else held fixed, lowering c from 6 to 5 nm multiplies the rate by 0.0027, and raising it to 7 nm multiplies it by 183. Lowering s by 10% multiplies the rate by 0.0054, and raising it by 10% multiplies it by 47. A small relative error in s therefore changes ln ν about 44 times as much here as the same relative error in Λ.

The two relative errors need not be equal, however. Independent noise of 0.3 nm on widths sampled every 1 nm raises s by only 3%, but it nearly quadruples a Λ computed from neighbouring differences. Each of these errors then changes ln ν by about 1.3.

### 12. A mean width that varies across the wafer

Let the local mean be w + x, where x varies slowly and has a Gaussian distribution of variance g². Here s is the local roughness at fixed x and does not include this variation. The averaged rate is

ν̄ = (Λ/2π) ∫ exp[−(D + x)²/(2s²)] exp[−x²/(2g²)] dx/(g√(2π)).

The first exponential is s√(2π) times a normalized Gaussian of variance s². Convolving it with the normalized Gaussian of variance g² gives a normalized Gaussian of variance s² + g². Hence

ν̄ = (Λ/2π) [s/√(s² + g²)] exp{−D²/[2(s² + g²)]}.

For g = 0.4 nm, s² + g² = 1.44 + 0.16 = 1.60 nm². The result is 8.8 times the rate at g = 0. At this margin the narrow regions gain more failures than the wide regions lose. This holds for u above about 1; for smaller positive u the averaging lowers the rate slightly.

### 13. A tail that is not Gaussian

A width can look Gaussian near its mean and still depart from the Gaussian law several standard deviations away. To size this, let X(y) be a standard Gaussian process with the same Λ, and set

W = w − B[exp(kX) − exp(k²/2)], k > 0.

Since ⟨exp(kX)⟩ = exp(k²/2), the mean is w. The variance is s² if

B² exp(k²)[exp(k²) − 1] = s².

The skewness γ, the third central moment divided by s³, is −3k for small k. A negative value means a longer tail towards narrow lines.

The map from X to W is monotone. An entry of W into W ≤ c is therefore an upward crossing by X of the level

x_c = (1/k) ln[exp(k²/2) + D/B].

By symmetry, upward crossings of x_c by X are as frequent as downward crossings of −x_c, so the rate is (Λ/2π) exp(−x_c²/2). For small k, B ≈ s/k, and expansion of the logarithm gives

x_c ≈ u − k(u² − 1)/2.

Then −x_c²/2 ≈ −u²/2 + ku(u² − 1)/2. With k = −γ/3, and for large u but small ku, the change is

Δln ν ≈ −γu³/6.  (15)

The cube of u makes even a small skewness count.

Photon counting offers a trial value for γ, if the whole width fluctuation is assigned to it. At a wavelength of 13.5 nm the photon energy is 91.8 eV. A dose of 40 mJ/cm² delivers 27.2 photons per nm². Let a fraction 0.2 be absorbed, and consider one strip at each edge, 5 nm wide and ξ = 15 nm long. The mean number absorbed in the two strips is

27.2 × 0.2 × 2 × 5 × 15 ≈ 816.

A Poisson count of mean n has variance n and third central moment n, so its skewness is n/n^(3/2) = 1/√n = 0.035. With this magnitude, (15) gives a change of 1.7 in ln ν. The full lognormal expression multiplies the rate by 4.8 for negative skewness. For positive skewness, obtained by replacing k by −k and B by −B, it multiplies the rate by 0.16. These two factors depend on the shape of the tail as well as on γ: a monotone map onto a Poisson tail of the same skewness gives about 4.55 and 0.146.

If the width responds linearly to the count, the sign depends on the tone of the resist. A line that is left unexposed narrows when more photons arrive, which gives negative skewness. A line formed by the exposed resist has the opposite sign. This estimate is not a model of the resist: chemical noise and nonlinear development can change both the size and the sign of γ.

Assigning all of s to the photon count is also generous. It would need a width change of 1.2/0.035 = 34 nm per unit change in the logarithm of the dose. A sinusoidal image of full contrast, with equal lines and spaces at this pitch, gives 28/π = 8.9 nm. Photons would then supply only 0.31 nm of s. If the rest is independent and Gaussian, and the width responds linearly to the count, the skewness falls to about 0.0006 and the change in ln ν to 0.03. The edge of a sinusoidal image does not move linearly with dose, however. This reverses the sign of the skewness and raises its size to about 0.003, which changes ln ν by between 0.1 and 0.2. That is still small beside 1.7. The factors 4.8 and 0.16 therefore show how sensitive the rate is to γ, not how large the effect of photon counting is.

### 14. When the correlation has a cusp

For ρ = exp(−|y|/ξ), 1 − ρ(h) ≈ |h|/ξ. The mean-square difference quotient in section 3 becomes 2s²/(ξ|h|), which diverges as h → 0. Such a width has no finite mean-square slope, and the rate depends on the smallest length that is resolved.

Smooth the profile with a Gaussian of standard deviation b. This multiplies the spectrum 2ξ/(1 + k²ξ²) by exp(−k²b²). Write m₀ and m₂ for the integrals over k, divided by 2π, of the smoothed spectrum and of k² times it. Since

k²/(1 + k²ξ²) = [1 − 1/(1 + k²ξ²)]/ξ²,

it follows that

m₂ = [ξ/(b√π) − m₀]/ξ², Λ² = m₂/m₀.

As b → 0, m₀ → 1 and Λ² ≈ 1/(√π ξb). At fixed final variance the rate grows as b^(−1/2).

With ξ = 15 nm, and with s reset to 1.2 nm after smoothing, numerical evaluation gives Λ = 0.190 nm⁻¹ for b = 1 nm and 0.089 nm⁻¹ for b = 4 nm. The rates are 2.0 and 0.95 times that of the example. The prefactor is then defined only together with a smoothing length, and over this range it changes by about a factor of two.

This comparison keeps s fixed after smoothing. If instead s = 1.2 nm before smoothing, the smoothing also lowers s, and the rates become 0.37 and 0.0008 times that of the example. The values of s and Λ must therefore belong to the same resolution. That alone is not enough: each of these last two pairs meets the condition, yet their rates differ by a factor of more than 400. The resolution must also be the one that matters for failure, and the model does not supply it.

### 15. The example beside real lines

The pitch, roughness, correlation length and dose are rough but typical values for dense lines in extreme-ultraviolet lithography. The smooth shape exp(−y²/ξ²) is a convenience. Measured roughness spectra are commonly fitted with a power-law fall at high wavenumber, and for a fall as k⁻³ or slower the integral in (5) diverges, so that Λ depends on the resolution as in section 14. The count also covers breaks of the lines only, not bridges across the spaces. The critical width of 6 nm is less certain, because it depends on the resist thickness, the etch and the layers below. The result of 12 failures per cm² is therefore not a prediction for any process. Real resists need not keep a Gaussian tail out to 6.7 standard deviations, and their mean width varies. With the trial values above, and taken one at a time, these two departures change the number by factors of about 5 to 9 upwards, or about 6 downwards for the opposite skewness. Negative skewness and a varying mean together raise it by a factor of about 28. An uncertainty of 1 nm in the critical width moves it by more than a hundredfold either way. Equation (2) can be used to extrapolate from measured roughness to a defect count only if the width has been shown to stay Gaussian down to the critical width, the critical width itself is known, the mean width is uniform or its variation is averaged as in section 12, and s and Λ are finite, corrected for measurement noise and both taken at the resolution that matters for failure.
